# Coulomb diamonds: from capacitances to the stability diagram and back

**The system.** A quantum dot is coupled to a source, a drain and a gate by capacitances $C_S$, $C_D$, $C_G$, with $C=C_S+C_D+C_G$. The electron charge is $-e$, with $e>0$, and the electrode voltages are $V_S$, $V_D$, $V_G$. Electrons tunnel to and from source and drain but not the gate.

In the constant-interaction model the capacitances and the orbital energies do not depend on the electron number $N$ or on the voltages. The energies $\varepsilon_1\le\varepsilon_2\le\dots$ are listed once per spin state. There is no magnetic field, so each orbital appears twice: $\varepsilon_1=\varepsilon_2$, $\varepsilon_3=\varepsilon_4$, and so on. The offset charge is zero; a different value would move the whole diagram along the $V_G$ axis.

Tunnelling is weak and sequential, and the dot relaxes to its lowest configuration between tunnel events. Except in part (f), the drain is grounded and the source carries the bias: $V_D=0$, $V_S=V$.

## (a) The energy of one tunnel event

**Question.** Find the energy needed to take an electron from lead $j$ (source or drain) onto a dot holding $N$ electrons. Include the work done by the voltage sources, and write the result as a difference of two electrochemical potentials.

**Answer.** Let $\phi$ be the dot's electrostatic potential. The charges on the dot side of the capacitors add up to the dot charge:

$$-eN=\sum_i C_i(\phi-V_i)\quad\Rightarrow\quad \phi=\frac{-eN+\sum_i C_iV_i}{C}.$$

One more electron changes $\phi$ by $-e/C$. The charge on the electrode side of capacitor $i$, $q_i=C_i(V_i-\phi)$, therefore changes by $\Delta q_i=+eC_i/C$.

The stored energy is $U=\tfrac12\sum_i C_i(V_i-\phi)^2$. Its change is

$$\Delta U=\tfrac12\sum_i C_i\left[\left(V_i-\phi+\tfrac eC\right)^2-(V_i-\phi)^2\right]
=\frac eC\sum_i C_i(V_i-\phi)+\frac{e^2}{2C}.$$

By charge balance the last sum equals $eN$, so $\Delta U=(N+\tfrac12)e^2/C$.

The voltage sources deliver the charges $\Delta q_i$. The source attached to lead $j$ must also replace the electron that left, which means delivering a further $-e$ at voltage $V_j$. The total work is

$$W=\frac eC\sum_i C_iV_i-eV_j .$$

The electron enters the lowest free state, $\varepsilon_{N+1}$. The energy required is $\Delta U-W+\varepsilon_{N+1}$, or

$$\Delta F_j=\left(N+\tfrac12\right)\frac{e^2}{C}-\frac eC\sum_iC_iV_i+\varepsilon_{N+1}+eV_j=\mu(N+1)-\mu_j,$$

$$\mu(N)=\left(N-\tfrac12\right)\frac{e^2}{C}-\frac eC\sum_iC_iV_i+\varepsilon_N,\qquad \mu_j=-eV_j .$$

Here $\mu(N)$ belongs to the $N$th electron. A positive gate voltage lowers it, as it should for a negative charge.

## (b) Edge slopes and lever arm

**Question.** Find the slopes $dV/dV_G$ of the lines on which $\mu(N)$ aligns with each lead. Define the lever arm $\alpha$ by $\partial\mu/\partial V_G=-e\alpha$, and express it through the two slopes.

**Answer.** Collect the voltage-independent terms in $K_N=(N-\tfrac12)e^2/C+\varepsilon_N$. With the drain grounded,

$$\mu(N)=K_N-\frac eC\,(C_SV+C_GV_G),\qquad \mu_D=0,\qquad \mu_S=-eV .$$

Hence $\alpha=C_G/C$. Alignment with the drain, $\mu(N)=0$, gives

$$C_SV+C_GV_G=\frac{CK_N}{e}\quad\Rightarrow\quad s_-=-\frac{C_G}{C_S}.$$

This line is tilted although the drain is fixed, because the source voltage also acts on the dot as a weak gate. For $C_S\to0$ the line becomes vertical in a plot of $V$ against $V_G$.

Alignment with the source, $\mu(N)=-eV$, gives, after multiplication by $C/e$,

$$\frac{CK_N}{e}-C_SV-C_GV_G=-CV\quad\Rightarrow\quad (C-C_S)V=C_GV_G-\frac{CK_N}{e}.$$

Since $C-C_S=C_G+C_D$,

$$s_+=+\frac{C_G}{C_G+C_D}.$$

The inverse slopes have the common denominator $C_G$ and can be added:

$$\frac1{|s_-|}+\frac1{s_+}=\frac{C_S+C_G+C_D}{C_G}=\frac1\alpha .$$

## (c) Addition energy and the size of a diamond

**Question.** Find the addition energy $E_{\rm add}(N)=\mu(N+1)-\mu(N)$, the spacing of the zero-bias peaks at zero temperature, and the bias at a diamond tip. Which features of the diagram fix the capacitances themselves, rather than their ratios?

**Answer.** At equal voltages the electrostatic terms cancel in the difference:

$$E_{\rm add}(N)=\frac{e^2}{C}+\varepsilon_{N+1}-\varepsilon_N .$$

At $V=0$ and zero temperature, conduction occurs where $\mu(N)=0$, that is at $e\alpha V_G^{(N)}=K_N$. Subtracting neighbouring conditions gives $e\alpha\,\Delta V_G=K_{N+1}-K_N=E_{\rm add}(N)$. With $e^2/C$ divided by $e\alpha=eC_G/C$,

$$\Delta V_G(N)=\frac{e}{C_G}+\frac{\varepsilon_{N+1}-\varepsilon_N}{e\alpha}.$$

For $N\ge1$, the state with $N$ electrons is blocked when its last electron cannot leave and another cannot enter:

$$\mu(N)<\min(\mu_S,\mu_D),\qquad \mu(N+1)>\max(\mu_S,\mu_D).$$

The lead potentials differ by $e|V|$, so both conditions require $e|V|<E_{\rm add}$. Conversely, if this holds, the gate can shift $\mu(N)$ and $\mu(N+1)$ together until they lie on either side of the interval between the leads. The blocked region therefore closes at

$$e|V|_{\rm tip}=E_{\rm add}(N)$$

for both bias signs. At the tip, $\mu(N)$ and $\mu(N+1)$ align with different leads.

Multiplying all three capacitances by a common factor leaves both slopes unchanged, so slopes give ratios. A gate spacing sets the scale, provided the orbital contribution is absent or is measured separately, for example from an excited-state line inside a conducting strip at larger bias. It is absent for odd $N$: the next electron enters the same orbital with opposite spin, $\varepsilon_{N+1}=\varepsilon_N$, and $\Delta V_G=e/C_G$. For even $N$ a new orbital must be opened. The tip height cannot separate the two contributions, because it equals $\alpha\Delta V_G$ and repeats what slopes and spacing already say.

## (d) Thermal displacement of the peaks

**Question.** Each spin state exchanges electrons with lead $j$ at rate $\Gamma_j$, and $kT$ is small compared with the orbital spacing and $e^2/C$. Find the positions of the zero-bias conductance peaks for the first and second electron in an orbital, and the resulting change of the gate spacings.

**Answer.** Consider the first electron. The empty orbital can accept either spin, so the rate in from lead $j$ is $2\Gamma_jf_j$. One electron can leave, at rate $\Gamma_j(1-f_j)$. Here $f_j=1/(1+e^{x_j})$ and $x_j=(\mu-\mu_j)/kT$. Define the total rates

$$A=2(\Gamma_Sf_S+\Gamma_Df_D),\qquad B=\Gamma_S(1-f_S)+\Gamma_D(1-f_D).$$

In the steady state $P_{\rm empty}A=P_{\rm full}B$. With $P_{\rm empty}+P_{\rm full}=1$ this gives $P_{\rm empty}=B/(A+B)$ and $P_{\rm full}=A/(A+B)$. The net electron rate from the source onto the dot is

$$J=\Gamma_S\frac{2f_SB-(1-f_S)A}{A+B}.$$

In the numerator the terms with $\Gamma_S$ cancel. The rest is $2\Gamma_D[f_S(1-f_D)-(1-f_S)f_D]=2\Gamma_D(f_S-f_D)$, so

$$J=\frac{2\Gamma_S\Gamma_D(f_S-f_D)}{A+B}.$$

For small bias $x_S-x_D=eV/kT$, and since $df/dx=-f(1-f)$, to first order $f_S-f_D=-f(1-f)\,eV/kT$. The denominator at $V=0$ is $(\Gamma_S+\Gamma_D)(2f+1-f)$. The current from source to drain is $I=-eJ$, hence

$$G=\frac{2e^2}{kT}\,\frac{\Gamma_S\Gamma_D}{\Gamma_S+\Gamma_D}\,\frac{f(1-f)}{1+f}.$$

Put $u=e^{x}$, so that $f=1/(1+u)$, $1-f=u/(1+u)$ and $1+f=(2+u)/(1+u)$. Then

$$\frac{f(1-f)}{1+f}=\frac{u}{(1+u)(2+u)}=\frac1{u+3+2/u}.$$

The denominator is smallest where $1-2/u^2=0$, at $u=\sqrt2$. The peak lies at $\mu=+\tfrac12kT\ln2$: two ways in and one way out favour a level slightly above the leads. Unequal tunnel rates change the height, not the position.

For the second electron one spin state is free and two electrons can leave. The factor 2 moves from $f$ to $1-f$, and $1+f$ becomes $f+2(1-f)=2-f=(1+2u)/(1+u)$. The shape is now $1/(2u+3+1/u)$, with its maximum at $u=1/\sqrt2$, or $\mu=-\tfrac12kT\ln2$.

Because $\mu$ falls as $V_G$ rises, the first peak moves to lower $V_G$ and the second to higher $V_G$, each by $kT\ln2/(2e\alpha)$. An odd valley lies between a first and a second peak and widens by

$$\delta=\frac{kT\ln2}{e\alpha}.$$

An even valley lies between a second peak and the next first peak, and shrinks by $\delta$. This alternation holds for levels with spin degeneracy only. In a fourfold shell, as valley degeneracy can produce in silicon, graphene or nanotubes, the ratios of ways in to ways out are $4:1$, $3:2$, $2:3$, $1:4$, and the valleys $N=1,2,3$ all widen, by $0.71\delta$, $0.58\delta$ and $0.71\delta$.

## (e) Reading a stability diagram

**Question.** A noise-free diagram was simulated with a sequential rate equation at $T=50$ mK ($kT=4.309$ µeV). The dot is empty at $V_G=0$. The first five zero-bias peaks lie at

$$V_G=10.0043,\;30.0501,\;55.6837,\;75.7296,\;103.2381\ \text{mV}.$$

At finite bias, the conducting strip of the first electron has these edges, read where the current is half its plateau value:

| $V$ (mV) | lower $V_G$ (mV) | upper $V_G$ (mV) |
|---|---|---|
| $+0.2$ | 9.5485 | 10.8100 |
| $+0.6$ | 8.6485 | 12.4100 |
| $-0.2$ | 9.2076 | 10.4509 |
| $-0.6$ | 7.6076 | 11.3509 |

Recover the three capacitances, the charging energy $e^2/C$ and the two orbital spacings. Explain why half-height edges may be used for the slopes at finite temperature.

**Answer.** *Assigning the edges.* For $V>0$ the strip is $-eV<\mu(1)<0$. Raising $V_G$ lowers $\mu(1)$, which enters the strip at the drain potential and leaves it at the source potential. The lower edge is thus the drain line and the upper edge the source line. For $V<0$ the strip is $0<\mu(1)<e|V|$, and the assignment is reversed.

*Thermal rounding.* Suppose $e|V|\gg kT$ and no excited orbital lies in the strip. Near one edge the occupation factor of the other lead is then 0 or 1, and by the formula for $J$ the current depends on the voltages through the single variable $x_j$ of the aligned lead. Half height means a fixed $x_j$, hence a fixed distance between $\mu(1)$ and $\mu_j$. The edge is displaced parallel to itself and keeps its slope. The smallest bias used corresponds to $e|V|=200$ µeV, far above $kT$.

*Slopes.* For positive bias the inverse slopes are

$$\frac{8.6485-9.5485}{0.6-0.2}=-2.250,\qquad \frac{12.4100-10.8100}{0.6-0.2}=+4.000 .$$

The negative-bias rows give the same two values, with the columns exchanged. Thus

$$a=\frac1{|s_-|}=\frac{C_S}{C_G}=2.250,\qquad b=\frac1{s_+}=\frac{C_G+C_D}{C_G}=4.000,$$

$$\alpha=\frac1{a+b}=\frac1{6.250}=0.1600 .$$

*Gate capacitance.* The measured spacings for $N=1,2,3,4$, taken from the unrounded peak positions, are 20.0459, 25.6335, 20.0459 and 27.5085 mV; subtracting the rounded positions listed above changes the first two by one unit in the last digit. The thermal shift is

$$\delta=\frac{4.309\ \text{µeV}\times0.6931}{0.1600\,e}=18.67\ \text{µV}=0.0187\ \text{mV}.$$

The odd valleys were widened, so the shift is subtracted: $20.0459-0.0187=20.0272$ mV. Therefore

$$C_G=\frac{e}{\Delta V_{\rm odd}}=\frac{1.6022\times10^{-19}\ \text{C}}{20.0272\times10^{-3}\ \text{V}}=8.00\ \text{aF}.$$

*The other capacitances.* From the ratios,

$$C_S=aC_G=2.250\times8.00=18.0\ \text{aF},\qquad C_D=(b-1)C_G=3.000\times8.00=24.0\ \text{aF}.$$

*Energies.* In an odd valley the addition energy is the charging energy:

$$\frac{e^2}{C}=e\alpha\,\Delta V_{\rm odd}=0.1600\times20.0272\ \text{meV}=3.204\ \text{meV}=5.134\times10^{-22}\ \text{J}.$$

The even valleys were narrowed, so $\delta$ is added, giving 25.6522 and 27.5272 mV. The excess over the odd spacing is due to the orbitals:

$$0.1600\times(25.6522-20.0272)=0.900\ \text{meV},\qquad 0.1600\times(27.5272-20.0272)=1.200\ \text{meV}.$$

The largest bias energy used for the slopes, 0.6 meV, is below both spacings. Excited orbitals were therefore outside the strip, as assumed.

The simulation was run with $C_S=18$ aF, $C_D=24$ aF, $C_G=8$ aF and orbitals at 0, 0.9 and 2.1 meV, all of which are recovered. This close agreement tests the inversion when the model holds and noise is absent; it does not predict the accuracy of a laboratory measurement.

*Size of the thermal correction.* Without it, the odd spacing would be too large by $0.0187/20.0272\approx0.09\%$. The orbital spacings suffer more, because the errors of the odd and even valleys add: each would be too small by $2e\alpha\delta=2kT\ln2\approx6$ µeV, or 0.7% of the 0.9 meV spacing.

*A check from the tips.* Part (c) predicts tips at 3.204 mV for $N=1$ and $3.204+0.900=4.104$ mV for $N=2$. A separate search for the largest bias at which each charge state is stable gives these values for both signs. In the simulated current, the minimum over the $N=1$ valley is $3.7\times10^{-4}$ pA at a bias 3% below the positive tip and 14.8 pA at 3% above it.

## (f) Two ways to misread the diagram

**Question.** (i) What is obtained for $C_G$ if the $N=2$ spacing is taken to be $e/C_G$? (ii) The bias is now applied symmetrically, $V_S=V/2$ and $V_D=-V/2$. Derive the new inverse slopes. What follows if they are analysed with the grounded-drain formulas?

**Answer.** (i) The uncorrected $N=2$ spacing gives

$$C_G^{\rm wrong}=\frac{1.6022\times10^{-19}\ \text{C}}{25.6335\times10^{-3}\ \text{V}}=6.25\ \text{aF},$$

which is 22% below the true 8 aF. The slopes remain correct, so $C_S$ and $C_D$ inherit the same relative error. What has been called the charging energy is then the addition energy of an even valley, about 4.10 meV.

(ii) The level is now

$$\mu(N)=K_N-\frac eC\left[\frac{(C_S-C_D)V}{2}+C_GV_G\right],\qquad \mu_S=-\frac{eV}2,\quad \mu_D=+\frac{eV}2 .$$

Set $\mu(N)=\mu_D$, multiply by $C/e$ and solve for $C_GV_G$:

$$C_GV_G=\frac{CK_N}{e}-\frac{(C+C_S-C_D)V}{2}=\frac{CK_N}{e}-\left(C_S+\frac{C_G}{2}\right)V .$$

For $\mu(N)=\mu_S$ the lead term has the opposite sign:

$$C_GV_G=\frac{CK_N}{e}+\frac{(C-C_S+C_D)V}{2}=\frac{CK_N}{e}+\left(C_D+\frac{C_G}{2}\right)V .$$

The magnitudes of the inverse slopes are therefore

$$a'=\frac{C_S}{C_G}+\frac12=2.750,\qquad b'=\frac{C_D}{C_G}+\frac12=3.500,$$

and the simulation with symmetric bias gives the same values. Their sum is still $C/C_G=6.250$, so the lever arm remains 0.1600. The lever arm does not reveal which of these two conventions was used.

The individual capacitances do depend on it. The grounded-drain formulas would give

$$C_S^{\rm wrong}=a'C_G=2.750\times8.00=22.0\ \text{aF},\qquad C_D^{\rm wrong}=(b'-1)C_G=2.500\times8.00=20.0\ \text{aF}.$$

An amount $C_G/2=4$ aF has moved from drain to source. The total of 50 aF is unchanged, but the order of the two has been reversed: the drain, which has the larger capacitance, appears to have the smaller.

## (g) Limits of the method

**Question.** Which observations would show that the inversion should not be trusted?

**Answer.** The model makes redundant predictions. The edges of different electrons should be parallel, and the corrected odd spacings should agree. In the simulation the first and third electrons give the same slopes, and the $N=1$ and $N=3$ spacings coincide. If slopes drift with $V_G$, possible causes are capacitances that change with voltage and orbital energies that depend on the voltages, which adds $\partial\varepsilon_N/\partial V_G$ to $\partial\mu/\partial V_G$; values from one diamond cannot then be carried to the next. If odd spacings differ, the capacitances may vary, the orbital energies may shift with gate voltage, or the cost of pairing two electrons may differ between orbitals; the model excludes all three. Passing these checks is necessary but not sufficient: if all orbital energies shift linearly with gate voltage at the same rate, the edges stay parallel and the odd spacings stay equal, but $e/\Delta V_{\rm odd}$ is no longer $C_G$. Likewise, any capacitance from the dot to ground or to another gate held at fixed voltage passes all these checks and, with the drain grounded, is counted into $C_D$: a dot with $C_D=14$ aF and 10 aF to ground gives the same diagram as the one analysed here. In a real device $(b-1)C_G$ is the sum of all such capacitances, not the drain capacitance alone.

A magnetic field splits the two spin states, so an odd valley then contains a Zeeman energy and no longer gives $e/C_G$ directly.

The treatment of the peaks also needs $\hbar\Gamma\ll kT$. Here $\hbar\Gamma_D=0.197$ µeV against $kT=4.309$ µeV. Even at this ratio the shift $\tfrac12kT\ln2=1.49$ µeV is only approximate outside the sequential model: second-order tunnelling moves each level by an amount of order $(\hbar\Gamma/2\pi)\ln(e^2/CkT)$ with $\Gamma=\Gamma_S+\Gamma_D$, here about 0.28 µeV, in the direction that narrows the odd valleys. When $\hbar\Gamma$ and $kT$ become comparable, the level's lifetime broadening enters the peak shape and the shift loses its justification altogether. Cotunnelling, which transfers electrons through a blocked dot in a second-order process, is also left out, so the tiny current found inside the diamond is a result of the sequential model and not an estimate of a real leakage current.

The numerical check builds the tunnel energies from the capacitor charges and source work, and reads peaks and edges from the resulting current.

## Calculated quantities

```
INPUT
C_S, C_D, C_G = 18.0, 24.0, 8.0 aF
total C = 50.0 aF
orbital energies = 0.0, 0.9, 2.1 meV
T = 50 mK, kT = 4.309 ueV
source, drain rates = 1.0e+08, 3.0e+08 1/s
hbar * drain rate = 0.197 ueV
PREDICTED FROM INPUT
slopes = -0.4444, +0.2500 (mV/mV)
lever arm alpha = 0.1600
e^2/C = 3.2044 meV = 5.1339e-22 J
e/C_G = 20.0272 mV
thermal spacing shift kT ln2/(e alpha) = 18.67 uV
READ FROM SIMULATED MAP
zero-bias peaks (mV): 10.0043 30.0501 55.6837 75.7296 103.2381
spacings N=1,2,3,4 (mV): 20.0459 25.6335 20.0459 27.5085
first-electron edges: bias, lower VG, upper VG (mV)
  +0.2  9.5485  10.8100
  +0.3  9.3235  11.2100
  +0.4  9.0985  11.6100
  +0.5  8.8735  12.0100
  +0.6  8.6485  12.4100
  -0.2  9.2076  10.4509
  -0.3  8.8076  10.6759
  -0.4  8.4076  10.9009
  -0.5  8.0076  11.1259
  -0.6  7.6076  11.3509
inverse slopes a, b = 2.2500, 4.0000 (mV/mV)
slopes = -0.4444, +0.2500 (mV/mV)
third-electron a, b = 2.2500, 4.0000 (mV/mV)
RECOVERED
lever arm = 0.1600
thermal shift used = 18.67 uV
corrected spacings (mV): 20.0272 25.6522 20.0272 27.5272
mean corrected odd spacing = 20.0272 mV
C_G = 8.000 aF
C_S = 18.000 aF
C_D = 24.000 aF
e^2/C = 3.2044 meV
orbital spacings = 0.9000, 1.2000 meV
CHECKS AND PITFALLS
N=1 tips: +3.204, -3.204 mV
N=2 tips: +4.104, -4.104 mV
min current in N=1 valley, 3% inside tip = 3.66e-04 pA
min current in N=1 valley, 3% outside tip = 14.79 pA
C_G wrongly taken from N=2 spacing = 6.250 aF
symmetric-bias a, b = 2.7500, 3.5000 (mV/mV)
symmetric-bias lever arm = 0.1600
C_S with wrong bias convention = 22.000 aF
C_D with wrong bias convention = 20.000 aF
```
